# Void nucleation barrier on a grain boundary in a stressed metal

A lifetime calculation for stress migration in a metal line has to decide where voids begin. Either it lets them nucleate on clean grain boundaries, with a rate set by an energy barrier, or it starts from flaws that are already present and computes only their growth. The first choice makes sense only if a boundary lowers the barrier found for the perfect crystal far enough for thermal fluctuations to cross it. For a lens-shaped void on a flat boundary, the homogeneous barrier is multiplied by

$$f(m)=\frac{2-3m+m^3}{2},\qquad m=\frac{\gamma_b}{2\gamma_s},$$

where $\gamma_b$ is the grain-boundary energy and $\gamma_s$ the surface energy, both per unit area. The factor $f$ is what remains of the barrier; the fraction removed is $1-f$. The two barriers are compared at the same stress and the same $\gamma_s$.

## The model

The solid carries a uniform hydrostatic stress $\sigma$, counted positive in tension. Its surface energy does not depend on orientation, and $0\le m<1$. Atoms removed to make the void are added at distant vacancy sources, such as other grain boundaries, where they push the solid outward against no resistance but with the help of the tension. The load thereby does work $\sigma$ per unit volume moved. Measured from the stressed solid without a void, the energy is

$$G=\gamma_sA-\gamma_bA_b-\sigma V. \tag{1}$$

Here $V$ is the void volume, $A$ its free surface and $A_b$ the area of boundary that it has replaced. The second term is negative because that piece of boundary no longer exists. Elastic relaxation around the void, gas inside it and any energy of its rim are left out here; the first and last are sized below.

## First derivation: the cheapest shape, then the worst size

**Why a lens.** Consider voids with an axis of symmetry normal to the boundary. Slide every chord parallel to this axis until the boundary plane bisects it; where one line cuts the void in several chords, first join them end to end into one. The volume is unchanged. The replaced boundary area cannot shrink, since every chord now crosses the plane. The free surface cannot grow: if the ends of a chord lie at heights $z_1$ and $z_2$, convexity of $\sqrt{1+p^2}$ gives

$$\sqrt{1+z_1'^2}+\sqrt{1+z_2'^2}\;\ge\;2\sqrt{1+\left(\frac{z_1'-z_2'}{2}\right)^2},$$

where the right side belongs to the centred chord. With several chords on one line the left side has more terms, and the same convexity bounds their sum from below by the area of the joined, centred chord. A void symmetric about the plane is therefore at least as cheap as any other.

If this void is a ring or has several pieces, replace each of its slices parallel to the boundary by a centred disc of equal area. The volume and the replaced boundary area are unchanged, and by a standard rearrangement theorem the free surface does not grow. The rim is then a single circle.

Now fix the rim circle and the volume of the upper half. Take the spherical cap with this rim and volume, and let the rest of its sphere lie below the plane. If another upper half had less area than the cap, joining it to that rest would give a body with the volume of the sphere and a smaller surface. A sphere has the least surface for its volume, so this is impossible. Each half is a spherical cap.

**Geometry.** Let the rim have radius $a$, each cap height $h$, and each sphere radius $R$. The centre of a sphere lies a distance $R-h$ from the boundary plane, so $R^2=a^2+(R-h)^2$, or

$$2Rh=a^2+h^2. \tag{2}$$

A cap has area $2\pi Rh=\pi(a^2+h^2)$. Its volume is

$$\int_{R-h}^{R}\pi(R^2-z^2)\,dz=\pi h^2R-\frac{\pi h^3}{3}=\frac{\pi h(3a^2+h^2)}{6},$$

where (2) was used to replace $R$. For both caps together,

$$A=2\pi(a^2+h^2),\quad A_b=\pi a^2,\quad V=\frac{\pi h(3a^2+h^2)}{3}. \tag{3}$$

**The angle.** Write $S=\gamma_sA-\gamma_bA_b$ for the interface energy. With $\gamma_b=2m\gamma_s$,

$$S=2\pi\gamma_s\left[(1-m)a^2+h^2\right].$$

At fixed volume, (3) gives $a^2=V/(\pi h)-h^2/3$. The coefficient of $h^2$ becomes $1-(1-m)/3=(2+m)/3$, and

$$S=2\pi\gamma_s\left[\frac{(1-m)V}{\pi h}+\frac{2+m}{3}h^2\right]. \tag{4}$$

Both terms are convex in $h$ for $h>0$, so there is a single minimum. Setting the derivative to zero gives

$$V=\frac{2\pi(2+m)}{3(1-m)}\,h^3. \tag{5}$$

Equating this to the volume in (3) and clearing fractions,

$$(1-m)(3a^2+h^2)=2(2+m)h^2,$$

$$(1-m)a^2=(1+m)h^2.$$

Then $a^2+h^2=2h^2/(1-m)$, and (2) yields $h=R(1-m)$. If $\theta$ is the angle inside the void between its surface and the boundary plane, then $\cos\theta=(R-h)/R=m$. The contact angle has come out of the minimisation and was not put in.

**One factor for two terms.** Put $h=R(1-m)$ into (5):

$$V=\frac{2\pi}{3}R^3(1-m)^2(2+m).$$

By (5), the first term in the bracket of (4) equals $\tfrac23(2+m)h^2$. The bracket is thus $(2+m)h^2$, and

$$S=2\pi\gamma_sR^2(1-m)^2(2+m).$$

Multiplying out, $(1-2m+m^2)(2+m)=2-3m+m^3=2f$. Hence

$$V=\frac{4\pi}{3}R^3f,\qquad S=4\pi R^2\gamma_sf. \tag{6}$$

Volume and interface energy are those of a full sphere of the same radius, each multiplied by the same $f$. The energy of the cheapest void is

$$G(R)=f\left[4\pi R^2\gamma_s-\frac{4\pi}{3}R^3\sigma\right]. \tag{7}$$

Its derivative, $f(8\pi R\gamma_s-4\pi R^2\sigma)$, vanishes at

$$R^*=\frac{2\gamma_s}{\sigma},$$

and there

$$G^*=f\left[\frac{16\pi\gamma_s^3}{\sigma^2}-\frac{32\pi\gamma_s^3}{3\sigma^2}\right]=f\,\frac{16\pi\gamma_s^3}{3\sigma^2}. \tag{8}$$

At $m=0$ the lens is a sphere and $f=1$, which is the homogeneous case. The result is proved.

**Why this is the barrier.** A growing void must pass through the volume $V^*$ that belongs to $R^*$. No axisymmetric shape of that volume costs less than $G^*$, so no path through such shapes has a lower summit. The path of cheapest shapes reaches just this height. In the variables $a$ and $h$ the critical point is a saddle. From (1) and (3),

$$G=2\pi\gamma_s[(1-m)a^2+h^2]-\pi\sigma\left(a^2h+\frac{h^3}{3}\right),$$

and with $h=2\gamma_s(1-m)/\sigma$ the second derivatives are

$$G_{aa}=0,\qquad G_{ah}=-2\pi\sigma a,\qquad G_{hh}=4\pi\gamma_sm.$$

The determinant $-(2\pi\sigma a)^2$ is negative, so one direction leads downhill and another uphill.

## Second derivation: balance of forces, then work against stress

This route uses no surface areas of the lens and no minimisation over its shape. It starts from a void in unstable equilibrium and takes its two walls to be spherical caps.

**Two balances.** Move a small patch of the void wall outward by $\delta n$. On a sphere of radius $R$, each unit of area grows by $2\,\delta n/R$, which costs $2\gamma_s\delta n/R$. The load supplies $\sigma\,\delta n$. At equilibrium

$$\frac{2\gamma_s}{R}=\sigma, \tag{9}$$

so both caps have the same radius $R^*=2\gamma_s/\sigma$.

Next move the rim outward along the boundary by $\delta$. Per unit length of rim, this removes boundary energy $\gamma_b\delta$ and lengthens the two surfaces by $\delta\cos\theta_1$ and $\delta\cos\theta_2$. The balance is

$$\gamma_s(\cos\theta_1+\cos\theta_2)=\gamma_b.$$

The caps share a rim of radius $a=R\sin\theta_1=R\sin\theta_2$, so their angles are either equal or add to $180^\circ$. In the second case the cosines cancel, which contradicts $\gamma_b>0$. The angles are equal, and $\cos\theta=\gamma_b/(2\gamma_s)=m$.

**The critical volume.** The boundary plane lies at distance $R\cos\theta=mR$ from the centre of each sphere. Adding slices,

$$V^*=2\int_{mR}^{R}\pi(R^2-z^2)\,dz=2\pi R^3\left[(1-m)-\frac{1-m^3}{3}\right]$$

$$=\frac{2\pi}{3}R^3(2-3m+m^3)=\frac{4\pi}{3}\left(\frac{2\gamma_s}{\sigma}\right)^3f. \tag{10}$$

The cubic is thus the fraction of a sphere's volume that is left in two caps cut at distance $mR$ from their centres.

**From volume to barrier.** Let $q_i$ be the coordinates that describe the void, with values $q_i^*(\sigma)$ at the critical point. When the stress changes at fixed interface energies,

$$\frac{dG^*}{d\sigma}=\sum_i\frac{\partial G}{\partial q_i}\frac{dq_i^*}{d\sigma}+\frac{\partial G}{\partial\sigma}=-V^*. \tag{11}$$

The sum vanishes because every $\partial G/\partial q_i$ is zero at equilibrium, and $\sigma$ appears explicitly in (1) only as $-\sigma V$.

The constant of integration is fixed at infinite stress. By (9) all lengths of the critical void vary as $1/\sigma$, so its interface energy varies as $1/\sigma^2$, and so does $\sigma V^*$. Hence $G^*\to0$, and

$$G^*(\sigma)=\int_\sigma^\infty V^*(s)\,ds=\frac{32\pi\gamma_s^3f}{3}\int_\sigma^\infty\frac{ds}{s^3}=f\,\frac{16\pi\gamma_s^3}{3\sigma^2}.$$

This is (8) again. The critical sphere and the critical lens have equal radii at every stress, so their volumes stand in the fixed ratio $f$, and their barriers inherit it.

## What each derivation assumes

Both use constant, isotropic interface energies, a flat boundary and a uniform tension. They differ in what else they need and in what they deliver.

The first compares shapes at one stress. It needs the rearrangement theorem and the theorem that the sphere has the least surface for its volume, and it needs the energy of voids that are not in equilibrium. In return it shows that the critical void is the lowest pass among axisymmetric shapes.

The second needs only equilibrium voids, but it needs them at every higher stress. If $\gamma_s$ changed with stress, (11) would gain the term $A^*\,d\gamma_s/d\sigma$, whereas the first derivation would simply use the value of $\gamma_s$ at the working stress. The second route also runs through voids smaller than an atom. That does no harm to the mathematics, since the integral evaluates a function defined by the continuum model, but it gives those voids no physical standing. Finally, force balance finds a stationary point and does not say whether it is a minimum, a saddle or the lowest saddle.

## Limits

The derivative $f'=-\tfrac32(1-m^2)$ is negative, so a more energetic boundary gives a lower barrier.

For small $m$, $f\approx1-3m/2$. The homogeneous barrier is $\tfrac{4\pi}{3}\gamma_sR^{*2}$, so the reduction is about $2\pi m\gamma_sR^{*2}=\gamma_b\,\pi R^{*2}$. This is the energy of the disc of boundary that the critical sphere would replace. To first order the change of shape does not matter, because the sphere is already a stationary point.

Near the other end, put $m=1-\epsilon$. Then $f=(1-m)^2(2+m)/2\approx3\epsilon^2/2$. The critical lens is thin, with $h=\epsilon R^*$ and $a\approx R^*\sqrt{2\epsilon}$, and its barrier vanishes with $\epsilon$. At $m=1$ the boundary costs as much as two free surfaces. Beyond that, splitting the boundary would lower the energy even without stress, and nucleation is no longer the right description.

The factor can also be read as a change of stress. Since $G^*\propto f/\sigma^2$, a boundary reaches a given barrier at $\sqrt f$ times the stress required in the perfect crystal.

## A copper line at 200 °C

Take rough typical values for copper, $\gamma_s=1.7$ J/m² and $\gamma_b=0.6$ J/m², with a tension of 500 MPa at 473 K. Then

$$m=\frac{0.6}{2\times1.7}=0.176,\qquad f=\frac{2-0.529+0.005}{2}=0.738,$$

and $\theta=80^\circ$. The critical radius is

$$R^*=\frac{2\times1.7\ \text{J/m}^2}{5\times10^8\ \text{Pa}}=6.8\ \text{nm}.$$

The lens is 11.2 nm thick, with a rim radius of 6.7 nm. Its volume is 972 nm³, against 1317 nm³ for the sphere. At about 0.0118 nm³ per atom it holds some 82,000 vacancies, so a continuum description is reasonable at this size.

The free surface costs 5080 eV, the lost boundary returns 530 eV, and the load supplies 3030 eV:

$$G^*\approx5080-530-3030=1520\ \text{eV}.$$

The homogeneous barrier is 2060 eV. The reduction of 540 eV is close to the boundary credit of 530 eV, as the small-$m$ limit leads one to expect. In terms of stress the help is modest: $\sqrt{0.738}=0.86$, so the boundary saves 14 % of the stress at equal barrier.

**What can be crossed.** Consider a million boundaries, each 100 nm by 200 nm, with one site per $(0.25\ \text{nm})^2$. This makes $3.2\times10^{11}$ sites. Let each try $10^{13}$ times per second for 1000 h, with no allowance for the slowness of diffusion. The number of trials is $N=1.15\times10^{31}$. One success is expected when $N\exp(-G^*/kT)=1$, so with $kT=0.0408$ eV

$$G^*_{\max}=kT\ln N=71.5\,kT=2.9\ \text{eV}.$$

The boundary barrier is about $37{,}000\,kT$. The factor $f$ is correct, yet it leaves the barrier hundreds of times too high.

With $m$ held fixed, the required stress is $500\sqrt{1517/2.916}$ MPa, or about 11 GPa. The critical radius would then be 0.3 nm, about one atomic spacing, so this figure shows only that the model offers no nucleation near the working stress. With the stress and $\gamma_s$ held fixed instead, the barrier falls to 2.9 eV at $m=0.97$. That means a boundary energy of about 3.3 J/m², more than five times the value used. The lens would be 0.4 nm thick, again outside the continuum model.

## What the model leaves out

The following changes are relative to the boundary barrier of 1520 eV, with the other inputs held fixed.

- **Stress.** In a real line the three principal stresses can differ, and the work done then depends on the orientation of the boundaries that receive the atoms. A uniform shift gives the scale: 20 % less stress raises the barrier by 56 %, and 20 % more lowers it by 31 %, as $1/\sigma^2$ requires.
- **Surface energy.** Crystal surfaces differ in energy. Shifting $\gamma_s$ uniformly by $-10$ % or $+10$ % changes the barrier by $-30$ % or $+37$ %. This is slightly more than $\gamma_s^3$ alone would give, because $m$ moves as well.
- **Rim energy.** An energy $\gamma_s$ times an atomic spacing of 0.25 nm is 2.7 eV per nm of rim. If positive, it raises the barrier by about 7 %; its true sign and size are not known here.
- **Finite line.** A void in a confined segment of volume $V_L$ lowers the stress by about $KV/V_L$, where $K$ is an effective modulus. This adds $KV^2/(2V_L)$ to $G$. For $K=100$ GPa and a segment of 100 nm by 200 nm by 1000 nm, the barrier rises by 1 %. This $K$ is high, near rigid confinement. An elastic estimate for a long copper cylinder gives about 25 to 35 GPa in oxide and less in a low-k dielectric, and the shift falls roughly in proportion (0.3 % at 35 GPa).
- **Elastic relaxation.** Freeing the wall of a spherical cavity from the traction $\sigma$ adds a displacement $B/r^2$. Its radial stress is $-4\mu B/r^3$, with $\mu$ the shear modulus, so $B=\sigma R^3/(4\mu)$. The energy released is half the traction times the area times the wall displacement, $\tfrac12\sigma(4\pi R^2)(B/R^2)=3\sigma^2V/(8\mu)$. Applied per unit volume to the lens, with $\mu\approx48$ GPa, this lowers the barrier by 0.8 %. The figure is an upper estimate, because it takes the wall as free of traction. A surface stress $\tau$ pulls the wall inward with $2\tau/R$; if $\tau=\gamma_s$, this cancels $\sigma$ at $R^*$ and the correction vanishes.

The tension of 500 MPa is an assumed value and a high one for 200 °C. An elastic estimate for a long copper cylinder in oxide, cooled 150 K below its stress-free temperature, gives about 200 MPa, and less in a low-k dielectric. A lower tension raises the barrier further. The model also assumes a clean, fully bonded boundary, which a real line need not have. It treats a flat boundary only: lines and corners where several boundaries meet can lower the barrier further and are not computed here. None of the corrections above comes near the factor of about 500 between 1520 eV and 2.9 eV. Within this model, and for inputs in this range, a stress-migration calculation should therefore start its voids from existing flaws or poorly bonded interfaces, and not from thermal nucleation on clean grain boundaries.
